# J above zero does not guarantee a linear Zeeman splitting

## Definitions and conventions

Consider one $LS$ term of an atom: all states with fixed orbital quantum number $L$ and fixed spin quantum number $S$. The total angular momentum is $\mathbf J=\mathbf L+\mathbf S$, and $M$ is the eigenvalue of $J_z$. A level is the set of $2J+1$ states with one value of $J$. It is written $^{2S+1}L_J$, with the letters D, F, G, H for $L=2,3,4,5$.

The algebra uses atomic units, so $\hbar=1$ and the Bohr magneton is $\mu_B=1/2$. A uniform magnetic field $B$ points along $+z$, and its strength is measured by the energy $\beta=\mu_BB=B/2$. The Hamiltonian within the term is

$$H=A\,\mathbf L\cdot\mathbf S+\beta(L_z+g_SS_z).$$

The constant $A$ sets the spin-orbit energy and is taken positive. The field term is positive because the electron's charge is negative: the magnetic moment is $-\mu_B(\mathbf L+g_S\mathbf S)$, and its energy is minus its product with the field. Until stated otherwise, $g_S=2$. The field is weak, $\beta\ll A$. Other terms of the atom, the nuclear spin and the diamagnetic energy, which is quadratic in $B$, are left out. The last of these is estimated below.

Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf L\cdot\mathbf S=\tfrac12(\mathbf J^2-\mathbf L^2-\mathbf S^2)$. The zero-field energies are therefore

$$E_J=\frac A2\,[J(J+1)-L(L+1)-S(S+1)],$$

and neighbouring levels are separated by

$$E_{J+1}-E_J=\frac A2(J+1)\,[(J+2)-J]=A(J+1).$$

The factor $g$ of a level is defined by its first-order shift, $E^{(1)}=gM\beta$. A linear splitting exists when $g\neq0$.

## The belief and its appeal

The belief is this: a level with $J>0$ has several states of equal energy, a field singles out a direction, and so the level must split in proportion to the field. A second belief follows from the same picture: the state with the largest $M$ must move up, so that $g$ is positive.

There is sound physics behind this. The $2J+1$ states do differ in their orientation, and within a level the mean magnetic moment is proportional to $\mathbf J$. If $S=0$, the moment is purely orbital and $g=1$. If $L=0$, it is purely spin and $g=2$. In both cases every level with $J>0$ splits linearly, with positive $g$.

The gap in the argument is the constant of proportionality. Degeneracy permits a linear splitting but does not supply the matrix elements that produce it. When both $L$ and $S$ are nonzero, $\mathbf L$ and $\mathbf S$ can contribute to the moment with opposite signs. The spin counts twice in the moment but once in $\mathbf J$, so the moment can cancel while $\mathbf J$ does not.

## The linear shift

The field operator can be rewritten using $L_z=J_z-S_z$:

$$L_z+g_SS_z=J_z+(g_S-1)S_z.$$

The first part gives $M$. What remains is to find $S_z$ within one level.

Let $\mathbf V$ be any vector operator, with $V_\pm=V_x\pm iV_y$. Its commutators with $\mathbf J$ include $[J_+,V_+]=0$. Taking this between $\langle M+2|$ and $|M\rangle$ in a level of fixed $J$ gives

$$\langle M{+}2|J_+|M{+}1\rangle\langle M{+}1|V_+|M\rangle=\langle M{+}2|V_+|M{+}1\rangle\langle M{+}1|J_+|M\rangle.$$

Hence the ratio of the matrix elements of $V_+$ and $J_+$ is the same for all $M$. The commutator $[J_z,V_+]=V_+$ shows that $V_+$, like $J_+$, only raises $M$ by one, so these are its only matrix elements, and $V_+=cJ_+$ within the level. Next, $[J_-,V_+]=-2V_z$, while $[J_-,J_+]=-2J_z$. Since $J_-$ does not leave the level, these two relations give $V_z=cJ_z$. In the same way $[J_-,V_z]=V_-$ gives $V_-=cJ_-$. The whole vector is therefore $c\mathbf J$ within the level.

For $\mathbf V=\mathbf S$, the constant follows from the product with $\mathbf J$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives

$$\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2).$$

Within the level, the left side is also $c\,J(J+1)$. Thus

$$c=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)},\qquad g=1+(g_S-1)c.$$

This is the Landé formula. The constant $c$ is negative when $L(L+1)>J(J+1)+S(S+1)$, which holds for $J=L-S$ with $J>0$ and $S>0$: the spin then points, on average, against $\mathbf J$. For $g_S=2$, the linear splitting vanishes when $c=-1$.

The three levels of interest give

$$^4D_{1/2}:\quad c=\frac{3/4+15/4-6}{3/2}=-1,\qquad g=0,$$

$$^5F_1:\quad c=\frac{2+6-12}{4}=-1,\qquad g=0,$$

$$^6F_{1/2}:\quad c=\frac{3/4+35/4-12}{3/2}=-\frac53,\qquad g=-\frac23.$$

The first two refute the belief that $J>0$ forces a linear splitting. The third does split linearly, but $M=+1/2$ lies below $M=-1/2$. It refutes the belief that $g$ must be positive.

The zeros are not confined to two levels. With $g_S=2$, the condition $c=-1$ reads

$$3J(J+1)+S(S+1)-L(L+1)=0.$$

Insert $L=2S-1$ and $J=S-1$, with $S\geq3/2$ so that $J>0$:

$$3S(S-1)+S(S+1)-2S(2S-1)=(3+1-4)S^2+(-3+1+2)S=0.$$

This family begins with $^4D_{1/2}$, $^5F_1$, $^6G_{3/2}$ and $^7H_2$. A numerical search over $L\leq6$ and $S\leq3$ finds these four levels with $J>0$ and no others.

## The cancellation seen in the states

The cancellation can be checked without the projection argument. All three levels have the lowest possible $J$, namely $J=L-S$. Write their state with $M=J$ as

$$|J,J\rangle=\sum_m a_m\,|m_L=J-m,\;m_S=m\rangle.$$

It must satisfy $J_+|J,J\rangle=(L_++S_+)|J,J\rangle=0$. The component with $m_L=J-m+1$ and $m_S=m$ is reached in two ways: $L_+$ acts on the term with $a_m$, and $S_+$ acts on the term with $a_{m-1}$. Their sum must vanish:

$$a_m\sqrt{L(L+1)-(J-m)(J-m+1)}+a_{m-1}\sqrt{S(S+1)-m(m-1)}=0.$$

Moving one term to the other side and squaring gives the ratio of the probabilities $w_m=|a_m|^2$:

$$\frac{w_m}{w_{m-1}}=\frac{S(S+1)-m(m-1)}{L(L+1)-(J-m)(J-m+1)}.$$

For $^4D_{1/2}$, the successive ratios are $3/4$, $4/6$ and $3/6$. Starting from $m_S=-3/2$, the probabilities are therefore in the proportion $4:3:2:1$, or $0.4,0.3,0.2,0.1$. The mean spin is

$$\langle S_z\rangle=0.4\left(-\tfrac32\right)+0.3\left(-\tfrac12\right)+0.2\left(\tfrac12\right)+0.1\left(\tfrac32\right)=-\tfrac12.$$

Since $\langle L_z\rangle+\langle S_z\rangle=1/2$, the orbital mean is $\langle L_z\rangle=1$. The angular momenta add to $1/2$, but in the moment the spin counts twice:

$$\langle L_z\rangle+2\langle S_z\rangle=1-1=0.$$

For $^5F_1$, the ratios are $4/6$, $6/10$, $6/12$ and $4/12$, which give the proportion $15:10:6:3:1$. With the sum $35$,

$$\langle S_z\rangle=\frac{-30-10+0+3+2}{35}=-1,\qquad \langle L_z\rangle=1-(-1)=2.$$

Again $2-2=0$.

For $^6F_{1/2}$, the ratios are $5/6$, $8/10$, $9/12$, $8/12$ and $5/10$, which give $6:5:4:3:2:1$ with the sum $21$. Then

$$\langle S_z\rangle=\frac{-15-7.5-2+1.5+3+2.5}{21}=-\frac56,\qquad \langle L_z\rangle=\frac12+\frac56=\frac43.$$

The spin now outweighs the orbit: $4/3-5/3=-1/3$. Dividing by $M=1/2$ gives $g=-2/3$.

## What the field does when g is zero

A zero of $g$ removes the first-order shift. It does not make the atom indifferent to the field, because the field also mixes levels of different $J$.

A symmetry restricts the result. Rotate the atom by $\pi$ about the $x$ axis. This reverses $L_z$ and $S_z$ but leaves $\mathbf L\cdot\mathbf S$ unchanged. The rotated Hamiltonian is that of the opposite field, and the state's $M$ has changed sign:

$$E_J(M,\beta)=E_J(-M,-\beta).$$

Here $J$ labels the zero-field level from which the state grows. The difference $E_J(M,\beta)-E_J(-M,\beta)$ therefore changes sign with $\beta$, and its expansion has only odd powers. If the linear term is absent, the states $\pm M$ can separate at third order at the earliest.

To find the coefficients, note that $H$ commutes with $J_z$. States of different $M$ do not mix, and for a given $M$ each $J$ occurs once. There is thus no degeneracy to treat. Write $V=\beta(J_z+S_z)$. Its part $J_z$ does not connect different $J$. The part $S_z$ is a component of a vector, which carries one unit of angular momentum, so it changes $J$ by at most one. Because $J=L-S$ is the lowest value, it connects our level to $J+1$ alone.

Label the states of the levels $J$, $J+1$ and $J+2$, all with the same $M$, by 0, 1 and 2, with amplitudes $b_0,b_1,b_2$. Let $\Delta=A(J+1)$ be the first gap and $\delta$ the shift of state 0. The first two rows of the eigenvalue equation are

$$(V_{00}-\delta)b_0+V_{01}b_1=0,$$

$$V_{10}b_0+(\Delta+V_{11}-\delta)b_1+V_{12}b_2=0.$$

State 2 is reached through state 1, so $b_2$ is of order $\beta b_1$, and the last term is of order $\beta^2b_1$. Solving the second row for $b_1$ and inserting it into the first gives

$$\delta=V_{00}-\frac{|V_{01}|^2}{\Delta+V_{11}-\delta+O(\beta^2)}.$$

The numerator is already of order $\beta^2$. For a result through third order, the denominator is needed only to first order, where $\delta=V_{00}$. Expanding it,

$$\delta=V_{00}-\frac{|V_{01}|^2}{\Delta}+\frac{|V_{01}|^2(V_{11}-V_{00})}{\Delta^2}+O(\beta^4).$$

The diagonal elements are $V_{00}=g_JM\beta$ and $V_{11}=g_{J+1}M\beta$. For the coupling, put $|V_{01}|^2=\beta^2v_M$. The sum of $|\langle J',M|S_z|J,M\rangle|^2$ over all $J'$ is $\langle S_z^2\rangle$, by completeness. Only $J'=J$ and $J'=J+1$ contribute, so

$$v_M=\langle S_z^2\rangle-\langle S_z\rangle^2.$$

The second- and third-order shifts are

$$E^{(2)}=-\frac{v_M\beta^2}{A(J+1)},\qquad E^{(3)}=\frac{M(g_{J+1}-g_J)v_M\beta^3}{A^2(J+1)^2}.$$

### The level 4D1/2

The probabilities found above give

$$\langle S_z^2\rangle=(0.4+0.1)\tfrac94+(0.3+0.2)\tfrac14=\tfrac54,\qquad v=\tfrac54-\tfrac14=1.$$

The rotation gives the same value for $M=-1/2$. The next level has $g_{3/2}=1+(15/4+15/4-6)/(15/2)=6/5$, and the gap is $3A/2$. Hence

$$E^{(2)}=-\frac{2\beta^2}{3A},\qquad E^{(3)}=M\,\frac65\,\frac49\,\frac{\beta^3}{A^2}=\frac{8M\beta^3}{15A^2}.$$

Both states move down together at second order. Taking the difference between $M=+1/2$ and $M=-1/2$ gives the leading splitting, $8\beta^3/(15A^2)$.

### The level 5F1

For $M=\pm1$,

$$\langle S_z^2\rangle=\frac{4\cdot15+10+0+3+4\cdot1}{35}=\frac{11}{5},\qquad v_{\pm1}=\frac{11}{5}-1=\frac65.$$

For $M=0$, use the sum over the level. It treats all directions alike, so the sums of $S_x^2$, $S_y^2$ and $S_z^2$ are equal. Each is one third of $(2J+1)S(S+1)=3\cdot6$, that is, $6$. This leaves $\langle S_z^2\rangle=6-2\cdot11/5=8/5$ for $M=0$. There $\langle S_z\rangle=cM=0$, so $v_0=8/5$.

The gap is $2A$, and the second-order shifts are

$$E^{(2)}_{\pm1}=-\frac{3\beta^2}{5A},\qquad E^{(2)}_0=-\frac{4\beta^2}{5A}.$$

The state $M=0$ thus falls below the pair by $\beta^2/(5A)$. The direction depends on $A>0$: in an inverted term, with $A<0$, the level $J=L-S$ is the highest, all second-order shifts found here change sign and $M=0$ lies above the pair, while $g$ and the third-order shifts stay the same. This level does split at second order, although not linearly. The pair itself separates at third order. With $g_2=1+(6+6-12)/12=1$,

$$E^{(3)}=M\cdot1\cdot\frac65\cdot\frac14\,\frac{\beta^3}{A^2}=\frac{3M\beta^3}{10A^2},$$

so $E(+1)-E(-1)=3\beta^3/(5A^2)$ to leading order.

## The same field applied to three levels

Take the round model parameters $A=0.01$ eV and $\beta=0.0001$ eV. The field is then about 1.73 T, and $\beta/A=0.01$. The same $A$ is used for all three terms, so that the comparison shows the effect of their angular momenta.

For $^6F_{1/2}$, the linear formula gives

$$E(+\tfrac12)-E(-\tfrac12)=-\tfrac23\,(1.0\times10^{-4})=-6.67\times10^{-5}\ \mathrm{eV}.$$

Diagonalization of the full term gives $-6.665\times10^{-5}$ eV. The minus sign is the inverted order.

For $^5F_1$, the separation of $M=0$ from the pair is

$$\frac{\beta^2}{5A}=\frac{1.0\times10^{-8}}{0.05}=2.0\times10^{-7}\ \mathrm{eV},$$

and the separation within the pair is

$$\frac{3\beta^3}{5A^2}=\frac{3\times10^{-12}}{5\times10^{-4}}=6.0\times10^{-9}\ \mathrm{eV}.$$

For $^4D_{1/2}$, the splitting is

$$\frac{8\beta^3}{15A^2}=\frac{8\times10^{-12}}{15\times10^{-4}}=5.33\times10^{-9}\ \mathrm{eV}.$$

Diagonalization agrees with these three values to the digits shown. The splitting of $^4D_{1/2}$ is smaller than that of $^6F_{1/2}$ by a factor of more than ten thousand, although both levels have $J=1/2$.

The growth with field reveals the power law behind each splitting, which its size at one field cannot show. When the field is doubled, diagonalization multiplies the splitting of $^6F_{1/2}$ by 1.998, the distance of $M=0$ from the pair in $^5F_1$ by 3.999, and the splitting of $^4D_{1/2}$ by 7.998. These are close to the factors 2, 4 and 8 of a linear, a quadratic and a cubic law.

## How exact is the zero?

The cancellation relies on $g_S=2$. The free-electron value, which the program reads from its table of physical constants, is $g_S=2.002319$. Both $^4D_{1/2}$ and $^5F_1$ have $c=-1$, so the Landé formula gives

$$g=1-(g_S-1)=2-g_S=-0.002319.$$

A small linear splitting returns, in inverted order. In $^4D_{1/2}$ at the field used above, it contributes $-2.319\times10^{-7}$ eV, while the cubic part, estimated with its coefficient for $g_S=2$, contributes about $+0.053\times10^{-7}$ eV. The sum is $-2.266\times10^{-7}$ eV, as diagonalization confirms. The linear remainder therefore dominates the cubic splitting at this field. It is still small compared with $\beta=10^{-4}$ eV, the spacing of neighbouring $M$ states in a level with $g=1$.

In $^5F_1$ the remainder even changes the order of the states. At the same field it shifts $M=+1$ down and $M=-1$ up by about $2.3\times10^{-7}$ eV each. This is more than the quadratic separation of $2.0\times10^{-7}$ eV, so $M=+1$ now lies slightly below $M=0$. This reversed order holds only at low field. The quadratic separation grows faster than the linear remainder, and for $A=0.01$ eV the state $M=0$ is again the lowest above about 1.96 T, only slightly beyond the field of the example.

In $^4D_{1/2}$, the linear and cubic parts have opposite signs, and the cubic one grows faster. Neglecting the slight change of the cubic coefficient with $g_S$ and the terms of fifth and higher order, they cancel when

$$(2-g_S)\beta+\frac{8\beta^3}{15A^2}=0,\qquad \beta=A\sqrt{\frac{15(g_S-2)}{8}}.$$

For $A=0.01$ eV this gives $\beta=6.59\times10^{-4}$ eV. Diagonalization places the crossing at $6.58\times10^{-4}$ eV, or about 11.4 T. The two states can cross because they have different $M$ and do not mix.

This crossing belongs to the model. In a real atom, spin-orbit coupling also mixes different $LS$ terms, and relativistic effects modify the magnetic moment. Either can change $g$ and so move the crossing or remove it. The statement $g=0$ holds for a pure $LS$ level with $g_S=2$; in an atom close to that limit, one should expect a small $g$ rather than an exact zero.

The omitted diamagnetic energy of one electron is $B^2(x^2+y^2)/8=\beta^2(x^2+y^2)/2$ in atomic units. For a mean $x^2+y^2$ of 1 square angstrom, it is $6.6\times10^{-10}$ eV at the field of the example. This is about 0.3 percent of the quadratic separation in $^5F_1$. The term is unchanged both by reversal of the field and by the rotation about $x$, so the symmetry argument survives: it cannot separate $+M$ from $-M$ at second order. The omitted nuclear spin is not negligible on this scale. The nuclear magneton times the field of the example is $5.4\times10^{-8}$ eV, about ten times the cubic splittings, and a hyperfine coupling of 100 MHz would amount to $4\times10^{-7}$ eV. The small splittings computed above therefore describe atoms without nuclear spin.

Finally, keeping only the first terms of the power series requires $\beta\ll A$. When the field energy becomes comparable with the fine-structure gaps, the mixing of the levels is no longer small, and a single $g$ no longer describes the splitting. In the weak field, the question to ask of a level is whether the projection of $\mathbf L+g_S\mathbf S$ on $\mathbf J$ vanishes. The value of $J$ alone does not answer it. The numerical check diagonalizes the Hamiltonian in the basis of separate $m_L$ and $m_S$, without using the Landé formula to obtain the energies.

## Calculated quantities

```
Largest error of Lande g, all tested levels: 1.7e-08
Levels with g=0, J>0, L<=6, S<=3: 4D1/2, 5F1, 6G3/2, 7H2
4D1/2 state M=J, m_S probabilities from -S to S: 0.4000 0.3000 0.2000 0.1000
  <L_z> = 1.0000, <2S_z> = -1.0000 (hbar)
  g = -0.0000, g of next level = 1.2000
  squared coupling to next level = 1.0000 (hbar^2)
  E2/(beta^2/A) = -0.6667, E3/(beta^3/A^2) = 0.2667
5F1 state M=J, m_S probabilities from -S to S: 0.4286 0.2857 0.1714 0.0857 0.0286
  <L_z> = 2.0000, <2S_z> = -2.0000 (hbar)
  g = 0.0000, g of next level = 1.0000
  squared coupling to next level = 1.2000 (hbar^2)
  E2/(beta^2/A) = -0.6000, E3/(beta^3/A^2) = 0.3000
6F1/2 state M=J, m_S probabilities from -S to S: 0.2857 0.2381 0.1905 0.1429 0.0952 0.0476
  <L_z> = 1.3333, <2S_z> = -1.6667 (hbar)
  g = -0.6667, g of next level = 1.0667
  squared coupling to next level = 2.2222 (hbar^2)
  E2/(beta^2/A) = -1.4815, E3/(beta^3/A^2) = 0.8560
5F1, M=0: squared coupling = 1.6000 (hbar^2)
5F1, M=0: E2/(beta^2/A) = -0.8000
Spin-orbit constant A = 0.0100 eV
beta = 0.000100 eV, field = 1.7276 T
beta/A = 0.0100
Diagonalization with g_S = 2:
  4D1/2 mean shift = -6.6666e-07 eV
  4D1/2 E(+1/2)-E(-1/2) = 5.333e-09 eV
  4D1/2 cubic formula = 5.333e-09 eV
  5F1 mean E(+1,-1)-E(0) = 2.000e-07 eV
  5F1 quadratic formula = 2.000e-07 eV
  5F1 E(+1)-E(-1) = 6.000e-09 eV
  5F1 cubic formula = 6.000e-09 eV
  6F1/2 E(+1/2)-E(-1/2) = -6.6650e-05 eV
  6F1/2 linear formula = -6.6667e-05 eV
Growth of splitting when the field doubles:
  4D1/2 pair: 7.998
  5F1, M=0 from pair: 3.999
  6F1/2 pair: 1.998
Free-electron g_S = 2.002319
  g of 4D1/2 = -0.002319, g of 5F1 = -0.002319
  4D1/2 E(+1/2)-E(-1/2) = -2.266e-07 eV
  5F1 E(+1)-E(-1) = -4.578e-07 eV
  4D1/2 second crossing: beta = 6.584e-04 eV
  estimate of that beta = 6.594e-04 eV
  field at the crossing = 11.37 T
Diamagnetic energy, <x^2+y^2> = 1.0 angstrom^2: 6.56e-10 eV
```
